# The Belyaev–Lebedev Hopping Probability from the Landau–Zener Formula: verification in Python

```python
"""Test of the Belyaev-Lebedev probability for one passage of a gap minimum:
    P = exp(-(pi/(2 hbar)) sqrt(Z0^3/Z2)).
Z0: minimum adiabatic gap (eV); Z2: its second time derivative (eV/fs^2).
The formula sees only eigenvalue gaps. The reference probability comes from
direct propagation of the two-state time-dependent Schroedinger equation.
Energies are in eV, lengths in angstrom, times in fs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

HBAR = const.hbar / const.e * 1e15
HARTREE = const.physical_constants["Hartree energy in eV"][0]
AU_TIME = const.physical_constants["atomic unit of time"][0] * 1e15


def hamiltonian(x, y, z):
    """Traceless two-state Hamiltonian with Pauli components x, y, z."""
    return np.array([[z, x - 1j * y], [x + 1j * y, -z]], dtype=complex)


def second_derivative(f, t, h):
    """Fourth-order central difference."""
    return (-f(t + 2*h) + 16*f(t + h) - 30*f(t)
            + 16*f(t - h) - f(t - 2*h)) / (12*h*h)


def gap_data(ham):
    """Locate the gap minimum near t = 0 and differentiate the gap there."""
    def gap(t):
        e = np.linalg.eigvalsh(ham(t))
        return e[1] - e[0]
    found = minimize_scalar(gap, bounds=(-5, 5), method="bounded",
                            options={"xatol": 1e-9})
    return found.x, gap(found.x), second_derivative(gap, found.x, 0.05)


def bl_probability(z0, z2):
    return np.exp(-np.pi / (2*HBAR) * np.sqrt(z0**3 / z2))


def propagated_probability(ham, t_end):
    """Start in the lower adiabatic state, project on the upper one."""
    start = np.linalg.eigh(ham(-t_end))[1][:, 0].astype(complex)
    sol = solve_ivp(lambda t, c: -1j / HBAR * (ham(t) @ c),
                    (-t_end, t_end), start, method="DOP853",
                    rtol=1e-9, atol=1e-11)
    assert sol.success
    final = sol.y[:, -1]
    assert abs(np.vdot(final, final).real - 1) < 1e-5
    upper = np.linalg.eigh(ham(t_end))[1][:, 1]
    return abs(np.vdot(upper, final))**2


# Main example: linear diabatic energies and constant coupling.
coupling, slope, speed = 0.05, 2.0, 0.02
rate = slope * speed


def linear_ham(t):
    return hamiltonian(coupling, 0, rate*t/2)


t_min, z0, z2 = gap_data(linear_ham)
p_bl = bl_probability(z0, z2)
p_lz = np.exp(-2*np.pi*coupling**2 / (HBAR*rate))
p_exact = propagated_probability(linear_ham, 100)
assert abs(np.sqrt(z0*z2) / rate - 1) < 1e-6
assert abs(p_bl - p_lz) < 1e-6
assert abs(p_bl - p_exact) < 2e-4  # finite propagation interval
z0_au, z2_au = z0/HARTREE, z2*AU_TIME**2/HARTREE
p_au = np.exp(-np.pi/2*np.sqrt(z0_au**3/z2_au))
assert abs(p_au - p_bl) < 1e-7
print("MAIN LINEAR MODEL")
print(f"hbar = {HBAR:.6f} eV fs")
print(f"coupling V = {coupling:.3f} eV")
print(f"diabatic slope difference = {slope:.3f} eV/angstrom")
print(f"speed = {speed:.3f} angstrom/fs")
print(f"diabatic sweep rate a = {rate:.4f} eV/fs")
print(f"crossing half-width 2V/slope = {2*coupling/slope:.4f} angstrom")
print(f"minimum gap Z0 = {z0:.6f} eV = {z0_au:.6e} hartree")
print(f"gap second derivative Z2 = {z2:.6f} eV/fs^2")
print(f"same Z2 = {z2_au:.6e} hartree/(atomic time unit)^2")
print(f"sweep rate recovered from gap = {np.sqrt(z0*z2):.6f} eV/fs")
print(f"exponent = {-np.log(p_bl):.5f} (dimensionless)")
print(f"P, gap formula = {p_bl:.5f} (dimensionless)")
print(f"P, diabatic Landau-Zener = {p_lz:.5f} (dimensionless)")
print(f"P, propagation = {p_exact:.5f} (dimensionless)")

# A complex linear Hamiltonian in a basis not aligned with the sweep.
offset = np.array([0.03, 0.02, 0.04])
sweep = np.array([0.015, 0.008, -0.010])


def general_ham(t):
    return hamiltonian(*(offset + sweep*t))


tg, zg, z2g = gap_data(general_ham)
pg_bl = bl_probability(zg, z2g)
pg_exact = propagated_probability(general_ham, 100)
t_cross = -offset[2] / sweep[2]
local_coupling = np.linalg.norm((offset + sweep*t_cross)[:2])
pg_naive = np.exp(-2*np.pi*local_coupling**2
                  / (HBAR*abs(2*sweep[2])))
assert abs(pg_bl - pg_exact) < 2e-4
assert abs(pg_naive - pg_exact) > 0.1
print("UNROTATED COMPLEX LINEAR MODEL")
print("Pauli offsets x,y,z =", *offset, "eV")
print("Pauli sweep rates x,y,z =", *sweep, "eV/fs")
print(f"gap minimum time = {tg:.4f} fs")
print(f"diagonal crossing time = {t_cross:.4f} fs")
print(f"minimum gap = {zg:.5f} eV; Z2 = {z2g:.6f} eV/fs^2")
print(f"P formula = {pg_bl:.5f}; propagation = {pg_exact:.5f}")
print(f"P from local diagonal crossing = {pg_naive:.5f}")

# Saturating diabatic energies and localized coupling.
length, coupling_width = 1.0, 0.5
print("NONLINEAR CROSSING: slope*L*tanh(R/L), V*exp(-(R/w)^2)")
print(f"L = {length:.2f} angstrom; w = {coupling_width:.2f} angstrom")
for velocity in (0.005, 0.010, 0.020, 0.040):
    def curved_ham(t):
        r = velocity*t
        return hamiltonian(coupling*np.exp(-(r/coupling_width)**2), 0,
                           slope*length*np.tanh(r/length)/2)
    _, zc, z2c = gap_data(curved_ham)
    pc_bl = bl_probability(zc, z2c)
    pc_exact = propagated_probability(curved_ham, 2.0/velocity)
    assert abs(pc_bl - pc_exact) < 0.02  # local linear approximation
    print(f"speed {velocity:.3f} angstrom/fs: P formula {pc_bl:.5f}, "
          f"propagation {pc_exact:.5f}")

# Acceleration drops out in one dimension at a spatial gap minimum.
acceleration = 0.001


def gap_1d(r):
    return np.sqrt((slope*r)**2 + 4*coupling**2)


space_curvature = second_derivative(gap_1d, 0, 0.001)
time_curvature = second_derivative(
    lambda t: gap_1d(speed*t + acceleration*t*t/2), 0, 0.05)
assert abs(time_curvature / (speed**2*space_curvature) - 1) < 1e-5
print("NUCLEAR ACCELERATION")
print(f"acceleration magnitude = {acceleration:.4f} angstrom/fs^2")
print(f"1D spatial gap curvature = {space_curvature:.4f} eV/angstrom^2")
print(f"1D accelerated-path Z2 = {time_curvature:.6f} eV/fs^2")

# Near a conical intersection, the perpendicular acceleration remains.
cone_slope, distance = 2.0, 0.05


def gap_2d(x, y):
    return cone_slope*np.hypot(x, y)


hessian_part = speed**2 * second_derivative(
    lambda x: gap_2d(x, distance), 0, 0.001)
gradient = (gap_2d(0, distance+1e-5)
            - gap_2d(0, distance-1e-5)) / 2e-5
print(f"2D cone gap slope = {cone_slope:.2f} eV/angstrom")
print(f"2D passing distance = {distance:.3f} angstrom")
print(f"2D Hessian part of Z2 = {hessian_part:.6f} eV/fs^2")
for acc in (-acceleration, acceleration):
    z2_path = second_derivative(
        lambda t: gap_2d(speed*t, distance + acc*t*t/2), 0, 0.05)
    assert abs(z2_path - hessian_part - gradient*acc) < 1e-6
    p_path = bl_probability(gap_2d(0, distance), z2_path)
    print(f"2D acceleration {acc:+.4f} angstrom/fs^2: "
          f"Z2 {z2_path:.6f} eV/fs^2, P {p_path:.5f}")

# Three-point derivative from a sampled gap, minimum on a grid point.
print("TIME-STEP ERROR, MAIN MODEL, MINIMUM ON GRID")
errors = []
for step in (0.25, 0.50, 1.00, 2.00):
    gaps = [np.ptp(np.linalg.eigvalsh(linear_ham(t)))
            for t in (-step, 0, step)]
    z2_step = (gaps[0] - 2*gaps[1] + gaps[2]) / step**2
    p_step = bl_probability(gaps[1], z2_step)
    errors.append(p_bl - p_step)
    leading = 1 - (rate*step/z0)**2/4
    if step <= 0.5:
        assert abs(z2_step/z2 - leading) < 3e-4
    print(f"step {step:.2f} fs: Z2 {z2_step:.6f} eV/fs^2, "
          f"P {p_step:.5f}")
assert all(error > 0 for error in errors)
assert abs(errors[1]/errors[0] - 4) < 0.2

# A turning point can make a gap minimum without a diabatic crossing.
separation, bend, weak_coupling = 0.10, 0.004, 0.005


def turning_ham(t):
    return hamiltonian(weak_coupling, 0, (separation + bend*t*t/2)/2)


_, zt, z2t = gap_data(turning_ham)
pt_bl = bl_probability(zt, z2t)
pt_exact = propagated_probability(turning_ham, 60)
assert pt_bl > 0.2 and pt_exact < 0.01
print("TURNING POINT WITHOUT A DIABATIC CROSSING")
print(f"closest diabatic separation = {separation:.3f} eV")
print(f"second derivative of separation = {bend:.4f} eV/fs^2")
print(f"weak coupling = {weak_coupling:.4f} eV")
print(f"minimum gap = {zt:.5f} eV; Z2 = {z2t:.6f} eV/fs^2")
print(f"P formula = {pt_bl:.5f}; propagation = {pt_exact:.5f}")

print("all assertions hold")
```

Output:

```
MAIN LINEAR MODEL
hbar = 0.658212 eV fs
coupling V = 0.050 eV
diabatic slope difference = 2.000 eV/angstrom
speed = 0.020 angstrom/fs
diabatic sweep rate a = 0.0400 eV/fs
crossing half-width 2V/slope = 0.0500 angstrom
minimum gap Z0 = 0.100000 eV = 3.674932e-03 hartree
gap second derivative Z2 = 0.016000 eV/fs^2
same Z2 = 3.440325e-07 hartree/(atomic time unit)^2
sweep rate recovered from gap = 0.040000 eV/fs
exponent = 0.59661 (dimensionless)
P, gap formula = 0.55067 (dimensionless)
P, diabatic Landau-Zener = 0.55067 (dimensionless)
P, propagation = 0.55065 (dimensionless)
UNROTATED COMPLEX LINEAR MODEL
Pauli offsets x,y,z = 0.03 0.02 0.04 eV
Pauli sweep rates x,y,z = 0.015 0.008 -0.01 eV/fs
gap minimum time = -0.5398 fs
diagonal crossing time = 4.0000 fs
minimum gap = 0.10558 eV; Z2 = 0.014738 eV/fs^2
P formula = 0.50948; propagation = 0.50950
P from local diagonal crossing = 0.00576
NONLINEAR CROSSING: slope*L*tanh(R/L), V*exp(-(R/w)^2)
L = 1.00 angstrom; w = 0.50 angstrom
speed 0.005 angstrom/fs: P formula 0.08975, propagation 0.08989
speed 0.010 angstrom/fs: P formula 0.29959, propagation 0.29989
speed 0.020 angstrom/fs: P formula 0.54735, propagation 0.54790
speed 0.040 angstrom/fs: P formula 0.73983, propagation 0.74093
NUCLEAR ACCELERATION
acceleration magnitude = 0.0010 angstrom/fs^2
1D spatial gap curvature = 40.0000 eV/angstrom^2
1D accelerated-path Z2 = 0.016000 eV/fs^2
2D cone gap slope = 2.00 eV/angstrom
2D passing distance = 0.050 angstrom
2D Hessian part of Z2 = 0.016000 eV/fs^2
2D acceleration -0.0010 angstrom/fs^2: Z2 0.014000 eV/fs^2, P 0.52845
2D acceleration +0.0010 angstrom/fs^2: Z2 0.018000 eV/fs^2, P 0.56979
TIME-STEP ERROR, MAIN MODEL, MINIMUM ON GRID
step 0.25 fs: Z2 0.015960 eV/fs^2, P 0.55026
step 0.50 fs: Z2 0.015843 eV/fs^2, P 0.54905
step 1.00 fs: Z2 0.015407 eV/fs^2, P 0.54444
step 2.00 fs: Z2 0.014031 eV/fs^2, P 0.52883
TURNING POINT WITHOUT A DIABATIC CROSSING
closest diabatic separation = 0.100 eV
second derivative of separation = 0.0040 eV/fs^2
weak coupling = 0.0050 eV
minimum gap = 0.10050 eV; Z2 = 0.003980 eV/fs^2
P formula = 0.29964; propagation = 0.00176
all assertions hold
```
